# Germanium dark current after a 30 meV gap reduction

## Problem

A vertical germanium p-i-n photodiode is held at 300 K under a reverse bias $V_R=1$ V. Strain lowers its gap from $E_g=0.660$ eV to 0.630 eV, a drop $\delta=30$ meV. By what factor does each part of the dark current grow: diffusion from the doped contacts, and generation through midgap traps in the i-layer? By what factor does the total grow?

The effective densities of states, mobilities, lifetimes, doping, layer thicknesses and bias are held fixed. "Gap" means the smallest gap, the one that sets the equilibrium carrier densities; in germanium it is indirect.

The parameters are rough typical values:

- Densities of states: $N_c=1.0\times10^{19}$ and $N_v=5.0\times10^{18}$ cm$^{-3}$.
- i-layer: thickness $W=0.50$ µm, undoped.
- Contact layers, one p-type and one n-type: thickness $t=0.20$ µm, doping $N=10^{18}$ cm$^{-3}$.
- Minority diffusion constants: $D_n=38.8$ and $D_p=12.9$ cm$^2$/s, from mobilities of 1500 and 500 cm$^2$/Vs through $D=\mu kT/q$.
- Lifetimes: $\tau_n=\tau_p=\tau$ in all layers, with $\tau=5$ ns for a defective crystal and 10 µs for a nearly perfect one.

Currents are magnitudes per unit area, and $q$ is the positive elementary charge.

## First estimate by scaling

For non-degenerate carriers with Fermi level $E_F$,

$$n=N_c e^{-(E_c-E_F)/kT},\qquad p=N_v e^{-(E_F-E_v)/kT}.$$

The Fermi level cancels in the product, which defines the intrinsic density $n_i$:

$$np=n_i^2=N_cN_v\,e^{-E_g/kT}.$$

With $N_c$ and $N_v$ fixed, the gap reduction multiplies $n_i^2$ by

$$r=e^{\delta/kT}=e^{30/25.852}=e^{1.1605}=3.19,$$

and $n_i$ by $\sqrt r=1.79$. The intrinsic density rises from $2.02\times10^{13}$ to $3.61\times10^{13}$ cm$^{-3}$.

Diffusion is fed by minority carriers, whose density in a contact is $n_i^2/N$. They cross a layer of thickness $t$, so $J_{\rm diff}\sim qDn_i^2/(Nt)$, which should grow by $r$. Midgap traps in a depleted layer emit electron-hole pairs at a rate per unit volume of order $n_i/\tau$, so $J_{\rm gen}\sim qn_iW/\tau$, which should grow by $\sqrt r$.

The total depends on which current is larger. With $D=D_n+D_p=51.7$ cm$^2$/s for the two contacts together,

$$\frac{J_{\rm diff}}{J_{\rm gen}}\sim\frac{D\,n_i\,\tau}{N\,t\,W}.$$

For $\tau=5$ ns this is

$$\frac{51.7\times2.02\times10^{13}\times5\times10^{-9}}{10^{18}\times2\times10^{-5}\times5\times10^{-5}}\approx0.005,$$

and for 10 µs, a lifetime 2000 times longer, it is about 10. The estimate is therefore a total growth near 1.8 for the defective diode and near 3 for the good one.

## Exact solution of the model

### Diffusion

Let $m(x)$ be the minority density in a contact layer, with $x=0$ at the i-layer and $x=t$ at the metal. Its equilibrium value is $m_0=n_i^2/N$. In steady state, diffusion balances recombination:

$$D\,m''=\frac{m-m_0}{\tau}.$$

Reverse bias reduces the density at the junction edge to $m_0e^{-qV_R/kT}$. Since $qV_R/kT\approx39$, this is negligible. We set $m(0)=0$, which also assumes that the field in the i-layer removes arriving carriers much faster than they diffuse in. The last section estimates the error. The metal is taken as an ideal ohmic contact, so $m(t)=m_0$.

Put $u=m-m_0$ and $L=\sqrt{D\tau}$. Then $u''=u/L^2$, with $u(0)=-m_0$ and $u(t)=0$. The solution is

$$u(x)=-m_0\,\frac{\sinh[(t-x)/L]}{\sinh(t/L)}.$$

Differentiating $\sinh[(t-x)/L]$ gives a factor $-1/L$, which cancels the leading minus sign:

$$m'(0)=\frac{m_0}{L}\coth\frac tL,\qquad J=\frac{qDn_i^2}{NL}\coth\frac tL .$$

The two contacts contribute one such term each. The gap enters through $n_i^2$ alone, so the diffusion current grows by $r$ for any ratio $t/L$. In a thick layer, $t\gg L$, the hyperbolic cotangent tends to 1 and the current depends on lifetime. In a thin layer it tends to $L/t$, and the lifetime drops out:

$$J\to\frac{qDn_i^2}{Nt}.$$

The example is in the thin limit: even at 5 ns the diffusion lengths are 4.4 µm for electrons and 2.5 µm for holes. Adding the two contacts gives

$$J_{\rm diff}\approx\frac{1.602\times10^{-19}\times(2.022\times10^{13})^2\times51.7}{10^{18}\times2\times10^{-5}}\ \frac{\rm A}{\rm cm^2}=0.169\ \frac{\rm mA}{\rm cm^2}.$$

After the gap reduction this limit gives 0.540 mA/cm$^2$.

### Emission from a trap

Let a fraction $f$ of the traps hold an electron. Full traps emit electrons to the conduction band, and empty traps capture them. For holes the roles are reversed. Let $n_1$ and $p_1$ be the carrier densities that would exist if the Fermi level lay at the trap level, so that $n_1p_1=n_i^2$. Detailed balance fixes each emission rate from the capture rate, and the net generation rates are

$$G=\frac{n_1f-n(1-f)}{\tau_n},\qquad G=\frac{p_1(1-f)-pf}{\tau_p}.$$

They are equal in steady state, because the trap charge is then constant. Equating them and solving for $f$ gives

$$f=\frac{\tau_pn+\tau_np_1}{B},\qquad 1-f=\frac{\tau_pn_1+\tau_np}{B},$$

$$B=\tau_p(n+n_1)+\tau_n(p+p_1).$$

Insert these into the first expression for $G$. The terms $\tau_pnn_1$ cancel, and the remaining factor $\tau_n$ divides out:

$$G=\frac{n_1p_1-np}{B}=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)}.$$

"Midgap" is taken here as the intrinsic level, where $n_1=p_1=n_i$. Where free carriers are scarce,

$$G=\frac{n_i}{\tau_n+\tau_p},$$

which grows by $\sqrt r$.

The intrinsic level lies $\tfrac12kT\ln(N_v/N_c)=-9$ meV from the geometric middle of the gap. For a trap at the geometric middle, $n_1$ and $p_1$ are $N_c$ and $N_v$ times $e^{-E_g/2kT}$. With equal lifetimes, $G$ is then smaller by $2\sqrt{N_cN_v}/(N_c+N_v)=0.943$. Both $n_1$ and $p_1$ still grow by $\sqrt r$, so the growth factor of $G$ is unchanged.

The trap must, however, stay at midgap as the gap shrinks. Suppose instead that it starts there but keeps its distance from the valence edge. Then $p_1$ stays at its old value while $n_1=n_i^2/p_1$ grows by $r$. For equal lifetimes, $G\propto n_i^2/(n_1+p_1)$ grows by

$$\frac{2r}{1+r}=1.52.$$

### Width of the generating region

Near each contact, carriers spill into the i-layer and suppress generation. To include this, let the potential fall linearly across $W$. This neglects the charge of the spilled carriers, which does bend the potential within roughly ten to twenty nanometres of each contact, so the width found below is approximate. Solving Poisson's equation through the i-layer and both contacts, with this charge included, gives a width about 6% larger in this example, and leaves the growth factor of the generation current at 1.82. The total drop is $V_R+V_{bi}$. The built-in voltage follows from equilibrium, where the electron density falls from $N$ in the n contact to $n_i^2/N$ in the p contact:

$$qV_{bi}=kT\ln\frac{N^2}{n_i^2}.$$

This gives $V_{bi}=0.559$ V. Since $n_i^2$ grows by $e^{\delta/kT}$, $qV_{bi}$ falls by $\delta$, to give 0.529 V.

Measure $x$ from the n contact and define

$$\ell=\frac{W\,kT}{q(V_R+V_{bi})}.$$

Each carrier is taken to be in equilibrium with the contact where it is the majority, so $n=Ne^{-x/\ell}$ and $p=Ne^{-(W-x)/\ell}$. Their product is $n_i^2e^{-qV_R/kT}$, which is negligible beside $n_i^2$.

In the half of the layer next to the n contact, $p$ is also negligible beside $n_i$. There

$$G=\frac{n_i}{\tau_n+\tau_p}\,\frac1{1+s},\qquad s=\frac{\tau_p}{\tau_n+\tau_p}\frac{n}{n_i}=s_0e^{-x/\ell}.$$

Since $dx=-\ell\,ds/s$, and writing $s_m$ for the value of $s$ at $x=W/2$,

$$\int_0^{W/2}\frac{dx}{1+s}=\ell\int_{s_m}^{s_0}\frac{ds}{s(1+s)}=\ell\left[\ln\frac{s}{1+s}\right]_{s_m}^{s_0}.$$

At the contact $s_0\gg1$, so the upper limit gives nearly zero. At the centre $s_m\ll1$, so the lower limit gives $-\ln s_m=W/(2\ell)-\ln s_0$. The integral is therefore $W/2-\ell\ln s_0$.

The other half gives the same expression with $\tau_n$ in place of $\tau_p$ in $s_0$. The sum is the effective generation width

$$W_g=W-\ell\ln\frac{\tau_n\tau_pN^2}{(\tau_n+\tau_p)^2n_i^2}.$$

The logarithm equals $qV_{bi}/kT-\ln[(\tau_n+\tau_p)^2/(\tau_n\tau_p)]$. After insertion of $\ell$, the terms in $V_{bi}$ cancel in the numerator:

$$W_g=W\,\frac{V_R+(kT/q)\ln[(\tau_n+\tau_p)^2/(\tau_n\tau_p)]}{V_R+V_{bi}},\qquad J_{\rm gen}=\frac{q\,n_i\,W_g}{\tau_n+\tau_p}.$$

The omitted terms are small when $qV_R\gg kT$ and $N\gg n_i$, provided the lifetimes are not so unequal that $s_0\gg1$ fails in one half. Compared with direct integration in the same linear potential, the formula for $W_g$ is 3% too high at $V_R=3kT/q$ and 38% too high at $V_R=kT/q$. For $V_R\gg V_{bi}$, $W_g$ tends to $W$.

With equal lifetimes the logarithm is $\ln4$, which adds 0.036 V:

$$W_g=0.50\times\frac{1.036}{1.559}=0.332\ \text{µm}.$$

After the gap reduction the denominator is 1.529 and $W_g=0.339$ µm. This adds a factor 1.020, and the generation current grows by $1.786\times1.020=1.82$.

### Total current

If diffusion supplies an initial share $\phi$ of the current, the total grows by

$$R=\phi\,r+(1-\phi)\times1.82 .$$

All currents below are in mA/cm$^2$, before → after the gap reduction.

| $\tau$ | diffusion | generation | total | $\phi$ | $R$ |
|---|---|---|---|---|---|
| 5 ns | 0.169 → 0.541 | 10.8 → 19.6 | 10.9 → 20.1 | 0.016 | 1.84 |
| 10 µs | 0.169 → 0.540 | 0.0054 → 0.0098 | 0.175 → 0.550 | 0.969 | 3.15 |

## Comparison of estimate and solution

For diffusion, scaling gives the model's factor, 3.19, because geometry and lifetime multiply $n_i^2$ without depending on the gap. For generation, scaling gives 1.79 against 1.82. The 2% difference comes from the lower built-in voltage: less of the i-layer is flooded by carriers from the contacts.

Scaling does less well for the relative size of the currents. It gave $J_{\rm diff}/J_{\rm gen}\approx0.005$ at 5 ns, while the solution gives $0.169/10.8=0.016$. The missing factor of 3 has two sources. The trap must emit an electron and a hole in turn, which replaces $\tau$ by $2\tau$, and the generating width is 0.332 µm instead of 0.50 µm. Together they give $2\times0.50/0.332=3.0$.

This matters most near the crossover. In the thin-contact limit $J_{\rm diff}$ does not depend on $\tau$, while $J_{\rm gen}\propto1/\tau$. The currents are therefore equal before the gap reduction at

$$\tau=5\ \text{ns}\times\frac{10.76}{0.1693}=0.32\ \text{µs},$$

where the total grows by $(3.19+1.82)/2\approx2.5$.

## What strain does to the fixed densities of states

Strain does not simply move two band edges. Take biaxial tension $\varepsilon$ in the (001) plane. The crystal contracts along the normal by $2(C_{12}/C_{11})\varepsilon$, where $C_{11}$ and $C_{12}$ are elastic constants. With the rough ratio 0.37, the volume grows by the fraction $1.26\,\varepsilon$.

Let the indirect gap change by $-3$ eV per unit volume strain, the direct gap by $-9$ eV, and let the valence shear potential be $b=-2.3$ eV, all rough values. Shear splits the valence edge and raises its top by $-b(1+2\times0.37)\varepsilon=(4.0\ \text{eV})\,\varepsilon$. The indirect gap then falls by $(3\times1.26+4.0)\varepsilon=(7.8\ \text{eV})\,\varepsilon$, and the direct gap by $(15.3\ \text{eV})\,\varepsilon$.

A strain of 0.2% thus lowers the direct gap by 31 meV but the indirect gap by 16 meV. It is the latter that belongs in $n_i$. A 30 meV drop of the indirect gap needs a strain of 0.39%, with 14.6 meV from volume and $\sigma=15.4$ meV from shear.

To first order, the shear part does not change $n_i^2$. In the four-band valence model, with spin-3/2 matrices $J_i$, shear adds $\sigma(J_z^2-\tfrac54)$ to the hole energy. By cubic symmetry, the same perturbation along $x$, $y$ or $z$ has the same linear effect on the thermal sum over hole states. But the three perturbations add to zero, because $J_x^2+J_y^2+J_z^2=\tfrac{15}4$. Each linear effect must therefore vanish. The band top rises, and the density of states near it falls in compensation.

The higher orders need the full hole energies, the eigenvalues of

$$\frac{\hbar^2}{2m_0}\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_iJ_i^2k_i^2-2\gamma_3\sum_{i<j}(J_iJ_j+J_jJ_i)k_ik_j\Big]+\sigma(J_z^2-\tfrac54),$$

with $\gamma_1,\gamma_2,\gamma_3=13.38,\,4.24,\,5.69$. Summing $e^{-E/kT}$ over all wave vectors by numerical quadrature, with energies measured from the new band top, gives an effective $N_v$ that is 0.592 of its unstrained value. The growth factors become

$$n_i^2:\ 3.191\times0.592=1.89,\qquad n_i:\ \sqrt{1.89}=1.37.$$

These replace 3.19 and 1.79 for this kind of strain, at fixed generation width. The factor 1.37 holds for a trap that stays at the intrinsic level, which moves when $N_v$ changes. For a trap at the geometric middle of the gap, $n_1$ and $p_1$ no longer grow alike. With equal lifetimes, its generation rate grows by only

$$\frac{1.89}{1.786}\times\frac{N_c+N_v}{N_c+0.592N_v}=1.22.$$

The estimate leaves out the split-off band, which would change the factors 1.89 and 1.37 by less than 1% if the strain is adjusted, to about 0.37%, to keep the gap drop at 30 meV. It also keeps $N_c$, mobilities and lifetimes fixed.

## Beside a real diode

Germanium grown on silicon commonly carries a tensile strain of roughly 0.2%, and dark currents of such diodes are very roughly 10 mA/cm$^2$ at 1 V. The 5 ns example lies in that range; the 10 µs lifetime is far longer than is typical of such layers. Of the assumptions examined here, that of fixed densities of states affects the growth factors most. Surface leakage and any change of defect density with strain are not modelled and could also matter.

The field in the i-layer, $(V_R+V_{bi})/W$, is 0.031 MV/cm. It helps carriers leave traps by tunnelling through the upper part of the barrier. With $F$ the field and a rough tunnelling mass $m^*=0.12\,m_0$, the standard estimate multiplies emission by

$$1+\int_0^{E_g/2kT}e^{\,y-\theta y^{3/2}}dy,\qquad \theta=\frac{4\sqrt{2m^*}\,(kT)^{3/2}}{3q\hbar F}.$$

This is 1.59 before the gap reduction and 1.58 after it. The size depends strongly on the rough mass: it is about 2.0 for $0.04\,m_0$ and 1.4 for $0.3\,m_0$. The generation current itself could thus be some 40% to 100% larger, while its growth factor changes by only about 1% or less.

The field also removes minority carriers from the junction edge at a finite velocity $v$. Their density there is then $m(0)=J/(qv)$ instead of zero, and in a thin contact

$$J=\frac{q\,m_0}{t/D+1/v}.$$

For a saturated drift velocity of roughly $6\times10^6$ to $10^7$ cm/s, the diffusion current is about 21% to 14% lower than 0.169 mA/cm$^2$, and the lifetime at which the two currents are equal rises from 0.32 µs to about 0.40 to 0.37 µs. The growth factor of the diffusion current is unchanged if $v$ and $D$ are fixed.

At $10^{18}$ cm$^{-3}$ the contacts are slightly degenerate. Taken alone, Fermi-Dirac statistics lower the diffusion current by about 6%, from 0.169 to 0.159 mA/cm$^2$, but leave its growth factor at fixed densities of states unchanged. When strain lowers $N_v$ as in the previous section, the p contact becomes more degenerate, and a parabolic-band estimate lowers the growth of the diffusion current from 1.89 to about 1.82.

Heavy doping also narrows the gap in the contacts. A narrowing of 20 meV, assumed here for illustration, would multiply the diffusion current by 2.2. Its growth factor would stay the same if strain does not alter the narrowing, but the lifetime at which the two currents are equal would be shorter.

Temperature acts directly on the answer. At 350 K, the same 30 meV gives $e^{\delta/kT}=2.70$ for diffusion and 1.64 for midgap generation at fixed width.

Numerical values quoted here were computed with a short program.
